# Reduced electronic stopping of boron in silicon: recoil and reduced energy: a numerical check

```python
"""Lindhard-Scharff reduced electronic stopping coefficient, B-11 in Si-28.

Result under test: |d eps/d rho| = k sqrt(eps), with
  k = C Z1^(2/3) Z2^(1/2) (A1+A2)^(3/2) / (D^(3/4) A1^(3/2) A2^(1/2)),
  C = 32/(3 pi) sqrt(m_e/u),  D = Z1^(2/3) + Z2^(2/3).
Z1, A1: ion charge and mass number; Z2, A2: the same for the target.
eps: screening length / head-on Coulomb distance.
rho: pi a^2 N R times the largest fractional energy transfer,
     a screening length, N atomic density, R path length.
Model input: S_e = 8 pi xi e^2 a0 Z1 Z2 D^(-3/2) v/v0, xi = Z1^(1/6).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp

Z1, A1, Z2, A2 = 5, 11, 14, 28
D = Z1**(2/3) + Z2**(2/3)
xi = Z1**(1/6)
c_tf = (9*np.pi**2/128)**(1/3)

# Constants in eV and angstrom
bohr = sc.physical_constants["Bohr radius"][0]*1e10
e2 = sc.e/(4*np.pi*sc.epsilon_0)*1e10          # eV angstrom
u_c2 = sc.atomic_mass*sc.c**2/sc.e             # eV
alpha = sc.fine_structure
a_screen = c_tf*bohr/np.sqrt(D)


def k_formula(m1, m2):
    """Closed formula for k; m1 and m2 in atomic mass constants."""
    prefactor = 32/(3*np.pi)*np.sqrt(sc.m_e/sc.atomic_mass)
    return (prefactor*Z1**(2/3)*np.sqrt(Z2)*(m1+m2)**1.5
            / (D**0.75*m1**1.5*np.sqrt(m2)))


def speed(energy):
    """Ion speed in units of the Bohr velocity, energy in eV."""
    return np.sqrt(2*energy/(A1*u_c2))/alpha


def stopping(energy):
    """Model stopping cross section in eV angstrom^2."""
    return 8*np.pi*xi*e2*bohr*Z1*Z2/D**1.5*speed(energy)


def reduced_energy(energy):
    """Screening length over head-on Coulomb distance, by kinematics."""
    v = np.sqrt(2*energy/A1)
    v_cm = A1*v/(A1+A2)
    relative_energy = energy - 0.5*(A1+A2)*v_cm**2
    return a_screen*relative_energy/(Z1*Z2*e2)


def transfer_fraction():
    """Head-on recoil energy over ion energy, by reversal in the CM frame."""
    v_cm = A1/(A1+A2)
    return 0.5*A2*(2*v_cm)**2/(0.5*A1)


def k_from_path(energy, density, length):
    """Integrate the dimensional energy loss and extract k."""
    sol = solve_ivp(lambda r, e: -density*stopping(e), (0, length),
                    [energy], rtol=1e-11, atol=1e-9)
    final = sol.y[0, -1]
    rho = np.pi*a_screen**2*density*length*transfer_fraction()
    drop = np.sqrt(reduced_energy(energy)) - np.sqrt(reduced_energy(final))
    return 2*drop/rho, final, rho


# Test 1: closed formula against integrated dimensional energy loss
k = k_formula(A1, A2)
density = 0.05                                 # atoms per cubic angstrom
length = 500.0
cases = [(1e4, density), (1e5, density), (1e4, 2*density)]
paths = [k_from_path(e, n, length) for e, n in cases]
for k_path, _, _ in paths:
    assert abs(k_path/k - 1) < 1e-6
assert round(k, 2) == 0.22

# Test 2: linear drag from a displaced Fermi sphere, k_F = 1, atomic units
nodes, weights = np.polynomial.legendre.leggauss(200)


def sigma_tr(u):
    """Smooth model transport cross section."""
    return 1/(1+u**2)**2


def drag_ratio(v):
    """Full drag divided by n v k_F sigma_tr(k_F)."""
    q, mu = np.meshgrid((nodes+1)/2, nodes, indexing="ij")
    w = np.outer(weights/2, weights)
    u = np.sqrt(q**2 + v**2 - 2*q*v*mu)
    force = -np.sum(w*q**2*u*(q*mu-v)*sigma_tr(u))/(2*np.pi**2)
    return force/(v*sigma_tr(1.0)/(3*np.pi**2))


drag = {v: drag_ratio(v) for v in (0.02, 0.1, 0.5)}
assert abs(drag[0.02]-1) < 5e-3               # corrections are of order v^2

# Test 3: Thomas-Fermi length by Gauss's law, silicon atom, atomic units
# Any solution chi of the scaled equation must satisfy Gauss's law.
x0, x1, slope = 1e-6, 5.0, -1.588
start = [1+slope*x0+4/3*x0**1.5, slope+2*np.sqrt(x0)]
tf = solve_ivp(lambda x, y: [y[1], max(y[0], 0)**1.5/np.sqrt(x)],
               (x0, x1), start, rtol=1e-10, atol=1e-12, dense_output=True)
ell = c_tf*Z2**(-1/3)


def radial_density(r):
    potential = Z2*tf.sol(r/ell)[0]/r
    return 4*np.pi*r**2*(2*potential)**1.5/(3*np.pi**2)


counted = quad(radial_density, x0*ell, x1*ell, epsabs=1e-8, limit=200)[0]
chi, dchi = tf.y[:, -1]
gauss = Z2*(1-chi+x1*dchi)
assert abs(counted/gauss-1) < 1e-5

# Worked example
E = 1e4
eps = reduced_energy(E)
v = speed(E)
S = stopping(E)
C = 32/(3*np.pi)*np.sqrt(sc.m_e/sc.atomic_mass)
E_limit = 0.5*A1*u_c2*(alpha*Z1**(2/3))**2
shifts = [abs(k_formula(A1*(1+s), A2*(1+t))/k-1)
          for s in (-1e-3, 1e-3) for t in (-1e-3, 1e-3)]

print(f"Z1, A1, Z2, A2: {Z1}, {A1}, {Z2}, {A2}")
print(f"Thomas-Fermi constant c: {c_tf:.5f}")
print(f"atomic mass constant / electron mass: {sc.atomic_mass/sc.m_e:.3f}")
print(f"32/(3 pi): {32/(3*np.pi):.5f}")
print(f"prefactor C: {C:.5f}")
print(f"Z1^(2/3): {Z1**(2/3):.5f}")
print(f"Z2^(2/3): {Z2**(2/3):.5f}")
print(f"D: {D:.5f}")
print(f"D^(3/4): {D**0.75:.5f}")
print(f"Z2^(1/2): {np.sqrt(Z2):.5f}")
print(f"(A1+A2)^(3/2): {(A1+A2)**1.5:.4f}")
print(f"A1^(3/2): {A1**1.5:.4f}")
print(f"A2^(1/2): {np.sqrt(A2):.5f}")
print(f"numerator without C: {Z1**(2/3)*np.sqrt(Z2)*(A1+A2)**1.5:.3f}")
print(f"denominator: {D**0.75*A1**1.5*np.sqrt(A2):.3f}")
print(f"k from closed formula: {k:.5f}")
print(f"k to two decimals: {k:.2f}")
print(f"xi = Z1^(1/6): {xi:.5f}")
print(f"k if xi were 1: {k/xi:.5f}")
print(f"largest k change for 0.1% mass errors: {100*max(shifts):.3f} %")
print(f"screening length a: {a_screen:.5f} angstrom")
print(f"ion energy: {E:.0f} eV")
print(f"reduced energy eps: {eps:.5f}")
print(f"ion speed: {v:.5f} atomic units")
print(f"S_e: {S:.3f} eV angstrom^2")
print(f"rough silicon density: {density:.2f} atoms/angstrom^3")
print(f"electronic energy loss: {density*S:.3f} eV/angstrom")
print(f"k sqrt(eps): {k*np.sqrt(eps):.5f}")
print(f"energy at v = Z1^(2/3) a.u.: {E_limit:.3e} eV")
print(f"transfer fraction gamma: {transfer_fraction():.5f}")
print(f"path length in integration: {length:.0f} angstrom")
for (e, n), (kp, final, rho) in zip(cases, paths):
    print(f"path start {e:.0f} eV, density {n:.2f} /angstrom^3:")
    print(f"  end {final:.2f} eV, rho {rho:.5f}, k {kp:.5f}")
for speed_ratio, ratio in drag.items():
    print(f"drag/linear law at v/k_F = {speed_ratio}: {ratio:.5f}")
print(f"TF electrons within 5 lengths, density integral: {counted:.5f}")
print(f"TF electrons within 5 lengths, Gauss's law: {gauss:.5f}")
print("tests ok")
```

It prints:

```
Z1, A1, Z2, A2: 5, 11, 14, 28
Thomas-Fermi constant c: 0.88534
atomic mass constant / electron mass: 1822.888
32/(3 pi): 3.39531
prefactor C: 0.07952
Z1^(2/3): 2.92402
Z2^(2/3): 5.80879
D: 8.73280
D^(3/4): 5.08002
Z2^(1/2): 3.74166
(A1+A2)^(3/2): 243.5549
A1^(3/2): 36.4829
A2^(1/2): 5.29150
numerator without C: 2664.655
denominator: 980.694
k from closed formula: 0.21608
k to two decimals: 0.22
xi = Z1^(1/6): 1.30766
k if xi were 1: 0.16524
largest k change for 0.1% mass errors: 0.166 %
screening length a: 0.15854 angstrom
ion energy: 10000 eV
reduced energy eps: 1.12922
ion speed: 0.19145 atomic units
S_e: 130.052 eV angstrom^2
rough silicon density: 0.05 atoms/angstrom^3
electronic energy loss: 6.503 eV/angstrom
k sqrt(eps): 0.22961
energy at v = Z1^(2/3) a.u.: 2.333e+06 eV
transfer fraction gamma: 0.80999
path length in integration: 500 angstrom
path start 10000 eV, density 0.05 /angstrom^3:
  end 7012.96 eV, rho 1.59897, k 0.21608
path start 100000 eV, density 0.05 /angstrom^3:
  end 89982.73 eV, rho 1.59897, k 0.21608
path start 10000 eV, density 0.10 /angstrom^3:
  end 4554.48 eV, rho 3.19795, k 0.21608
drag/linear law at v/k_F = 0.02: 0.99984
drag/linear law at v/k_F = 0.1: 0.99601
drag/linear law at v/k_F = 0.5: 0.90596
TF electrons within 5 lengths, density integral: 11.29103
TF electrons within 5 lengths, Gauss's law: 11.29103
tests ok
```
